**Single-state channelling compared with full propagation**

The program tests $\psi=1+c\varphi\,(e^{-iEz/\hbar v}-1)+R$ for a plane wave entering a Gaussian atomic column. Here $\varphi$ and $E$ are the bound state of zero angular momentum and its energy, $c$ is the integral of $\varphi$ over the transverse plane, $v$ is the electron speed, $z$ is the depth and $R$ is the continuum remainder. It asserts that the projection of a multislice wave on $\varphi$ follows the periodic law, that $R$ obeys its linear bound, and that the wave on the axis nearly returns after one period $D=2\pi\hbar v/|E|$. It also asserts the depth-independent bound on $R$, over three periods, at the threshold for a second such state. For 300 keV electrons and a well 150 eV deep and 0.04 nm wide, the output gives $E=-70.7$ eV and $D=13.6$ nm. The full departure on the axis is 4.73 at $D/2$ and 0.15 at $D$, against 4.58 and 0 from the single state. A column of half the strength has a much larger remainder, and an assumed 5% absorptive potential reduces the bound amplitude to 0.635 after one period.

## Program and output

```python
"""
Channelling of a plane electron wave along one isolated atomic column.
Result under test, for i*hbar*v dpsi/dz = H psi, psi(z=0) = 1:
    psi - 1 = c*phi(r)*(exp(-i*E*z/(hbar*v)) - 1) + R(r, z)
phi, E : the only bound state with zero angular momentum, and its energy
c      : integral of phi over the transverse plane
R      : continuum remainder, orthogonal to phi, dropped in the one-state model
The one-state departure has modulus 2*c*phi*|sin(pi*z/D)|, D = 2*pi*hbar*v/|E|.
Column: U = -U0*exp(-r^2/a^2).  Internal units: length a, energy
hbar^2/(2*gamma*m*a^2), depth hbar*v/(energy unit); strength g = U0/(energy unit).
"""
import numpy as np
from scipy import constants as const
from scipy.fft import fft2, ifft2
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigvals
from scipy.optimize import brentq
from scipy.special import jn_zeros, jv

# ---------- example parameters (round model values) ----------
beam_kev, depth_ev, width_nm = 300.0, 150.0, 0.04
atom_spacing_nm, column_spacing_nm = 0.36, 0.18
absorption_ratio, thermal_nm = 0.05, 0.008

rest_energy = const.m_e * const.c**2
gamma = 1 + beam_kev * 1e3 * const.e / rest_energy
speed = const.c * np.sqrt(1 - 1 / gamma**2)
mass = gamma * const.m_e
energy_unit = const.hbar**2 / (2 * mass * (width_nm * 1e-9)**2) / const.e  # eV
depth_unit = const.hbar * speed / (energy_unit * const.e) * 1e9            # nm
g = depth_ev / energy_unit

# ---------- radial Bessel basis in a large disc ----------
BOX, NBASIS = 60.0, 300
x_gl, w_gl = np.polynomial.legendre.leggauss(400)
r = 6.0 * (x_gl + 1)                      # radial nodes on (0, 12)
area = 2 * np.pi * r * 6.0 * w_gl         # plane-area weights
gauss = np.exp(-r**2)


def bessel_basis(order):
    zeros = jn_zeros(order, NBASIS)
    norm = 1 / (np.sqrt(np.pi) * BOX * np.abs(jv(order + 1, zeros)))
    values = norm[:, None] * jv(order, zeros[:, None] * r / BOX)
    kinetic = np.diag((zeros / BOX)**2)
    well = (values * (area * gauss)) @ values.T
    return zeros, norm, values, kinetic, well


zeros0, norm0, basis0, kin0, well0 = bessel_basis(0)


def s_states(strength):
    """Energies, vectors, ground state on nodes, c, and the source U."""
    energies, vectors = eigh(kin0 - strength * well0)
    phi = vectors[:, 0] @ basis0
    if area @ phi < 0:
        vectors[:, 0] *= -1
        phi = -phi
    source = -strength * (basis0 @ (area * gauss))
    return energies, vectors, phi, area @ phi, source


def remainder(energies, vectors, source, tau):
    amp = vectors[:, 1:].T @ source
    phase = (np.exp(-1j * energies[1:] * tau) - 1) / energies[1:]
    return vectors[:, 1:] @ (phase * amp)


en, vec, phi, c, source = s_states(g)
E = en[0]
tau_period = 2 * np.pi / abs(E)
period_nm = tau_period * depth_unit
c_phi0 = c * (norm0 @ vec[:, 0])
assert np.sum(en < 0) == 1                       # one s-type bound state
assert E <= -(np.sqrt(g) - 1)**2                 # Gaussian variational bound
assert abs(area @ (-g * gauss * phi) - E * c) < 1e-6 * abs(E * c)
_, _, _, kin1, well1 = bessel_basis(1)
E_p = eigh(kin1 - g * well1, eigvals_only=True)[0]
assert E_p < 0                                   # bound, but not excited


def full_centre(tau):
    """Departure psi - 1 on the column axis, all s states kept."""
    one = c_phi0 * (np.exp(-1j * E * tau) - 1)
    return one + norm0 @ remainder(en, vec, source, tau)


# ---------- direct multislice propagation on a Cartesian grid ----------
SIDE, NGRID = 24.0, 192
dx = SIDE / NGRID
axis = (np.arange(NGRID) - NGRID // 2) * dx
rad2 = axis[:, None]**2 + axis[None, :]**2
k_axis = 2 * np.pi * np.fft.fftfreq(NGRID, dx)
k2 = k_axis[:, None]**2 + k_axis[None, :]**2
mid = NGRID // 2


def multislice(psi, step, count):
    half = np.exp(-0.5j * k2 * step)
    kick = np.exp(1j * g * np.exp(-rad2) * step)
    wave_k = fft2(psi)
    for _ in range(count):
        wave_k = half * fft2(kick * ifft2(half * wave_k))
    return ifft2(wave_k)


r_line = np.linspace(0, 17.5, 1501)
phi_line = (vec[:, 0] * norm0) @ jv(0, zeros0[:, None] * r_line / BOX)
phi_grid = CubicSpline(r_line, phi_line)(np.sqrt(rad2))
assert abs(np.sum(phi_grid**2) * dx**2 - 1) < 1e-5

residual = np.sqrt(area @ (-g * gauss - E * c * phi)**2)
psi = np.ones((NGRID, NGRID), complex)
table, projection_error, basis_error = [], 0.0, 0.0
for quarter in range(1, 5):
    psi = multislice(psi, tau_period / 600, 150)
    tau = quarter * tau_period / 4
    w = psi - 1
    swing = np.exp(-1j * E * tau) - 1
    projection = np.sum(phi_grid * w) * dx**2
    projection_error = max(projection_error, abs(projection - c * swing) / c)
    basis_error = max(basis_error, abs(w[mid, mid] - full_centre(tau)))
    rest = w - c * phi_grid * swing
    rest_norm = np.sqrt(np.sum(np.abs(rest)**2)) * dx
    assert rest_norm <= tau * residual * 1.005   # 0.5% for splitting error
    sine_law = 2 * c_phi0 * abs(np.sin(np.pi * quarter / 4))
    table.append((quarter / 4, sine_law, abs(w[mid, mid]),
                  abs(rest[mid, mid]), rest_norm, abs(psi[mid, mid])**2))
# tolerances cover the second-order error of the split steps
assert projection_error < 5e-3 and basis_error < 1e-2
assert table[3][2] < 0.25 * table[1][2]          # near return after one period
assert max(row[3] for row in table) < 0.25 * 2 * c_phi0

# ---------- when one state suffices: threshold of the second s state ----------


def zero_energy(strength, nodes=None):
    start = 1e-5
    sol = solve_ivp(lambda s, y: [y[1], -y[1] / s - strength * np.exp(-s * s) * y[0]],
                    (start, 12.0), [1 - strength * start**2 / 4, -strength * start / 2],
                    method="DOP853", rtol=1e-9, atol=1e-11, t_eval=nodes)
    return sol.y


g_threshold = brentq(lambda s: 12.0 * zero_energy(s)[1, -1], 8.0, 14.0, xtol=1e-8)
assert np.sum(s_states(0.9 * g_threshold)[0] < 0) == 1
assert np.sum(s_states(1.4 * g_threshold)[0] < 0) == 2
en_t, vec_t, phi_t, c_t, src_t = s_states(g_threshold)
chi = zero_energy(g_threshold, r)[0]
chi = chi / chi[-1]
rho_norm = np.sqrt(area @ (1 - c_t * phi_t - chi)**2)
taus_t = np.linspace(0, 3 * 2 * np.pi / abs(en_t[0]), 61)
worst_t = max(np.linalg.norm(remainder(en_t, vec_t, src_t, t)) for t in taus_t)
assert worst_t <= 2 * rho_norm * 1.001


def remainder_share(strength):
    """Largest norm of R in one period over that of the one-state term."""
    e_s, v_s, _, c_s, s_s = s_states(strength)
    taus = np.linspace(0, 2 * np.pi / abs(e_s[0]), 41)
    return max(np.linalg.norm(remainder(e_s, v_s, s_s, t)) for t in taus) / (2 * c_s)


share, share_half = remainder_share(g), remainder_share(g / 2)
assert share_half > share

# ---------- sizes of neglected effects ----------
# atoms as thin kicks, compared near half a period with the continuous column
atom_tau = atom_spacing_nm / depth_unit
n_atoms = int(round(0.5 * tau_period / atom_tau))
kicked = multislice(np.ones((NGRID, NGRID), complex), atom_tau, n_atoms)[mid, mid] - 1
smooth = full_centre(n_atoms * atom_tau)
discrete_change = abs(kicked - smooth) / abs(smooth)

# square array of columns: Bloch states at zero transverse wave vector
cell = column_spacing_nm / width_nm
idx = np.arange(-10, 11)
gx, gy = [m.ravel() * 2 * np.pi / cell for m in np.meshgrid(idx, idx)]
dist2 = (gx[:, None] - gx)**2 + (gy[:, None] - gy)**2
en_b, vec_b = eigh(np.diag(gx**2 + gy**2) - g * np.pi / cell**2 * np.exp(-dist2 / 4))
weight = vec_b[np.flatnonzero((gx == 0) & (gy == 0))[0]]**2
first, second = np.argsort(weight)[::-1][:2]
beat_nm = 2 * np.pi / abs(en_b[first] - en_b[second]) * depth_unit
assert abs(en_b[0] / E - 1) < 0.01               # bound level barely shifted

# absorption: imaginary part proportional to the real potential
levels = eigvals(kin0 - g * (1 + 1j * absorption_ratio) * well0)
E_abs = levels[np.argmin(levels.real)]
mean_well = area @ (gauss * phi**2)
assert abs(E_abs.imag / (-absorption_ratio * g * mean_well) - 1) < 0.05
damping = np.exp(E_abs.imag * tau_period)

# thermal smearing keeps the integrated strength and widens the Gaussian
widen = 1 + 2 * (thermal_nm / width_nm)**2
smeared = (basis0 * (area * np.exp(-r**2 / widen) / widen)) @ basis0.T
E_hot = eigh(kin0 - g * smeared, eigvals_only=True)[0]
assert abs(E_hot * widen / E - 1) < 1e-6         # period scales as width squared

# unexpanded longitudinal wave number of the bound state
ratio = -2 * E * energy_unit * const.e / (mass * speed**2)
paraxial = (1 + np.sqrt(1 + ratio)) / 2 - 1

# ---------- output ----------
print(f"beam energy                              {beam_kev:.0f} keV")
print(f"relativistic factor gamma                {gamma:.4f}")
print(f"speed / speed of light                   {speed / const.c:.4f}")
print(f"well depth U0                            {depth_ev:.0f} eV")
print(f"well width a                             {width_nm:.3f} nm")
print(f"energy unit hbar^2/(2 gamma m a^2)       {energy_unit:.3f} eV")
print(f"depth unit hbar v/(energy unit)          {depth_unit:.3f} nm")
print(f"strength g                               {g:.3f}")
print(f"bound s energy E                         {E * energy_unit:.2f} eV")
print(f"Gaussian variational bound on E          {-(np.sqrt(g) - 1)**2 * energy_unit:.2f} eV")
print(f"bound p energy (not excited)             {E_p * energy_unit:.2f} eV")
print(f"c = integral of phi                      {c * width_nm:.4f} nm")
print(f"c*phi on the axis                        {c_phi0:.4f}")
print(f"depth period D                           {period_nm:.2f} nm")
print("On axis: z/D, |departure| one-state, |departure| full, |R|, full |psi|^2")
for frac, law, direct, rest0, _, intensity in table:
    print(f"  {frac:.2f}  {law:.3f}  {direct:.3f}  {rest0:.3f}  {intensity:.3f}")
print(f"one-state |psi|^2 on axis at D/2         {(1 - 2 * c_phi0)**2:.3f}")
for periods in (1.5, 2.0, 2.5, 3.0):
    print(f"full |departure| on axis at {periods:.1f} D        "
          f"{abs(full_centre(periods * tau_period)):.3f}")
print(f"largest error of exact projection / c    {projection_error:.1e}")
print(f"largest multislice-basis difference      {basis_error:.1e}")
print(f"norm of R at D, multislice               {table[3][4] * width_nm:.4f} nm")
print(f"linear bound on that norm                {tau_period * residual * width_nm:.4f} nm")
print(f"threshold g of second s state            {g_threshold:.3f}")
print(f"threshold: largest norm R/(2c), 3 periods {worst_t / (2 * c_t):.4f}")
print(f"threshold: all-depth bound on norm R/(2c) {rho_norm / c_t:.4f}")
print(f"example: largest norm R/(2c), 1 period   {share:.4f}")
print(f"half-strength column: same ratio         {share_half:.4f}")
print(f"atom spacing along column                {atom_spacing_nm:.2f} nm")
print(f"atoms in the discrete-column test        {n_atoms}")
print(f"change of departure, discrete atoms      {100 * discrete_change:.2f} %")
print(f"column spacing in the array              {column_spacing_nm:.2f} nm")
print(f"mean potential energy of the array       {-g * np.pi / cell**2 * energy_unit:.2f} eV")
print(f"array: weights of two main Bloch states  {weight[first]:.4f} {weight[second]:.4f}")
print(f"array: energies of these states          {en_b[first] * energy_unit:.2f} {en_b[second] * energy_unit:.2f} eV")
print(f"array: beat period                       {beat_nm:.2f} nm")
print(f"assumed imaginary/real potential         {absorption_ratio:.2f}")
print(f"bound amplitude left after D             {damping:.3f}")
print(f"assumed extra thermal displacement       {thermal_nm:.3f} nm")
print(f"period with that smearing                {period_nm * E / E_hot:.2f} nm")
print(f"paraxial error of the period             {1e6 * paraxial:.0f} ppm")
print("done: every assertion held")
```

Printed output:

```
beam energy                              300 keV
relativistic factor gamma                1.5871
speed / speed of light                   0.7765
well depth U0                            150 eV
well width a                             0.040 nm
energy unit hbar^2/(2 gamma m a^2)       15.004 eV
depth unit hbar v/(energy unit)          10.213 nm
strength g                               9.997
bound s energy E                         -70.73 eV
Gaussian variational bound on E          -70.12 eV
bound p energy (not excited)             -11.73 eV
c = integral of phi                      0.1061 nm
c*phi on the axis                        2.2917
depth period D                           13.61 nm
On axis: z/D, |departure| one-state, |departure| full, |R|, full |psi|^2
  0.25  3.241  3.320  0.141  7.160
  0.50  4.583  4.726  0.151  13.884
  0.75  3.241  3.264  0.149  6.832
  1.00  0.000  0.149  0.149  0.836
one-state |psi|^2 on axis at D/2         12.840
full |departure| on axis at 1.5 D        4.634
full |departure| on axis at 2.0 D        0.159
full |departure| on axis at 2.5 D        4.571
full |departure| on axis at 3.0 D        0.175
largest error of exact projection / c    2.7e-05
largest multislice-basis difference      5.6e-05
norm of R at D, multislice               0.0156 nm
linear bound on that norm                0.0425 nm
threshold g of second s state            11.077
threshold: largest norm R/(2c), 3 periods 0.1068
threshold: all-depth bound on norm R/(2c) 0.1566
example: largest norm R/(2c), 1 period   0.0734
half-strength column: same ratio         0.4578
atom spacing along column                0.36 nm
atoms in the discrete-column test        19
change of departure, discrete atoms      0.24 %
column spacing in the array              0.18 nm
mean potential energy of the array       -23.27 eV
array: weights of two main Bloch states  0.6530 0.3461
array: energies of these states          1.80 -70.84 eV
array: beat period                       13.25 nm
assumed imaginary/real potential         0.05
bound amplitude left after D             0.635
assumed extra thermal displacement       0.008 nm
period with that smearing                14.70 nm
paraxial error of the period             72 ppm
done: every assertion held
```
